# Magnetic internal conversion with Dirac functions: finite nuclear size and penetration in M1

A nucleus loses energy $\hbar\omega=\hbar ck$ in a transition of pure magnetic multipolarity $L$. It either emits a photon or ejects an atomic electron. The conversion coefficient $\alpha$ of a filled subshell is the ejection rate from that subshell divided by the photon rate.

Gaussian units are used, the electron charge is $-e$, and $\alpha_{\rm fs}=e^2/\hbar c$. Electrons move independently in a spherical potential energy $V(r)$, with

$$\psi=\frac1r\begin{pmatrix}P(r)\,\Omega_{\kappa m}\\ iQ(r)\,\Omega_{-\kappa m}\end{pmatrix},$$

$$\hbar c\Big(P'+\frac{\kappa}{r}P\Big)=(E-V+mc^2)Q,\qquad \hbar c\Big(Q'-\frac{\kappa}{r}Q\Big)=-(E-V-mc^2)P .$$

$E$ includes the rest energy. One photon is exchanged, to lowest order, and nuclear recoil is neglected.

## (a) What field does the nuclear transition current produce at the electron?

**Solution.** Let $\mathbf j_n(\mathbf r')e^{-i\omega t}$ be the transition current. In Lorenz gauge, with outgoing waves and $D=|\mathbf r-\mathbf r'|$,

$$\mathbf A(\mathbf r)=\frac1c\int \mathbf j_n(\mathbf r')\frac{e^{ikD}}{D}\,d^3r' .$$

The kernel solves $(\nabla^2+k^2)G=-4\pi\delta(\mathbf r-\mathbf r')$. It is regular at the origin and outgoing at infinity, so

$$G=C\sum_{lm}j_l(kr_<)h_l(kr_>)Y_{lm}(\hat r)Y^*_{lm}(\hat r'),\qquad h_l=j_l+iy_l .$$

The radial slope must jump by $-4\pi/r'^2$ at $r=r'$. Since $j_lh_l'-j_l'h_l=i/x^2$, this requires $Ck\,i/(kr')^2=-4\pi/r'^2$, so $C=4\pi ik$.

To act on vectors, $G$ is multiplied by the unit dyadic. Coupling $Y_{lm}$ to the three unit vectors gives vector harmonics of total angular momentum $l-1,l,l+1$. This is a change of orthonormal basis at fixed $l$, so the radial factor is unchanged. The harmonics with total angular momentum equal to $l$ are the magnetic ones,

$$\mathbf X_{LM}=\frac{\mathbf L\,Y_{LM}}{\sqrt{L(L+1)}},\qquad \mathbf L=-i\,\mathbf r\times\nabla .$$

The scalar potential of order $L$ has the opposite parity and does not contribute. For a pure multipole, then,

$$\mathbf A=\frac{4\pi ik}{c}\sum_M\mathbf X_{LM}(\hat r)\int d^3r'\,\mathbf X^*_{LM}(\hat r')\cdot\mathbf j_n(\mathbf r')\,j_L(kr_<)h_L(kr_>).$$

If the electron is outside the nuclear current, $r_<=r'$ and the nucleus enters through one number per $M$:

$$\mathbf A=\frac{4\pi ik}{c}\sum_M m_{LM}h_L(kr)\mathbf X_{LM},\qquad m_{LM}=\int\mathbf X^*_{LM}\cdot\mathbf j_n\,j_L(kr')\,d^3r' .$$

## (b) What is the photon rate in terms of the same moments?

**Solution.** Enclose the field in a large sphere of radius $b$. A normalized magnetic mode is $\mathbf u=Nj_L(kr)\mathbf X_{LM}$. Since $j_L\simeq\sin(\ldots)/kr$ at large $r$, $N^2b/(2k^2)=1$. The vector potential of one photon is $\sqrt{2\pi\hbar c^2/\omega}\,\mathbf u$, the coupling is $-\frac1c\int\mathbf j\cdot\mathbf A\,d^3r$, and successive modes differ by $\pi$ in $kb$, which gives a density $b/(\pi\hbar c)$ per unit energy. The golden rule yields

$$\Gamma_\gamma=\frac{2\pi}{\hbar}\,\frac1{c^2}\,\frac{2\pi\hbar c^2}{\omega}\,\frac{2k^2}{b}\,\frac{b}{\pi\hbar c}\sum_M|m_{LM}|^2=\frac{8\pi k}{\hbar c^2}\sum_M|m_{LM}|^2 .$$

The last step uses $\omega=ck$. A test on a current shell compares this rate with the radiated energy flux divided by $\hbar\omega$.

## (c) Derive the conversion coefficient for an electron outside the current.

**Solution.** The Dirac Hamiltonian contains $c\boldsymbol\alpha\cdot(\mathbf p+e\mathbf A/c)$, so the coupling is $e\boldsymbol\alpha\cdot\mathbf A$ and the amplitude is

$$\mathcal M=\frac{4\pi ike}{c}\sum_Mm_{LM}T_{M},\qquad T_M=\int\psi_f^\dagger\boldsymbol\alpha\cdot\mathbf X_{LM}\psi_i\,h_L(kr)\,d^3r .$$

*Rates.* Summed over all substates of the initial and final electron shells, rotational invariance gives $\sum T_MT^*_{M'}=\delta_{MM'}S/(2L+1)$, where $S=\sum|T_M|^2$ includes the sum over $M$. With continuum states normalized per unit energy,

$$\alpha=\frac{\dfrac{2\pi}{\hbar}\dfrac{16\pi^2k^2e^2}{c^2}\dfrac{S}{2L+1}\sum_M|m_{LM}|^2}{\dfrac{8\pi k}{\hbar c^2}\sum_M|m_{LM}|^2}=\frac{4\pi^2ke^2S}{2L+1}.$$

The nuclear moments cancel. Averaging over initial and summing over final nuclear substates acts alike on both rates. The photon moment must not vanish.

*Angular factor.* The spinors obey $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$. Because $\mathbf L$ is a first-order derivative, $\boldsymbol\sigma\cdot\mathbf L(Y\Omega)=\boldsymbol\sigma\cdot(\mathbf LY)\Omega+Y\boldsymbol\sigma\cdot\mathbf L\Omega$. Hence

$$\langle\kappa'|\boldsymbol\sigma\cdot(\mathbf LY)|\kappa''\rangle=(\kappa''-\kappa')\langle\kappa'|Y|\kappa''\rangle .$$

The two parts of $r^2\psi_f^\dagger\boldsymbol\alpha\cdot\mathbf L Y\psi_i$ therefore integrate over angles to

$$iP_fQ_i(-\kappa_i-\kappa_f)\langle\kappa_f|Y|{-\kappa_i}\rangle-iQ_fP_i(\kappa_i+\kappa_f)\langle-\kappa_f|Y|\kappa_i\rangle .$$

Since $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$, $\sigma_r^2=1$ and $\sigma_r$ commutes with $Y$, the two matrix elements are equal. Thus

$$T_M=-i\frac{\kappa_i+\kappa_f}{\sqrt{L(L+1)}}\langle\kappa_f|Y_{LM}|{-\kappa_i}\rangle\,\mathcal R_{\kappa_f},\qquad \mathcal R_{\kappa_f}=\int_0^\infty w\,h_L(kr)\,dr,\qquad w=P_fQ_i+Q_fP_i .$$

*Sum over substates.* Referred to spin directions along $\hat r$, $\Omega_{\kappa m}$ has two components of size $\sqrt{(2j+1)/8\pi}\,D^{j*}_{m,\pm1/2}$, with a relative sign set by $\kappa$. Also $Y_{LM}=\sqrt{(2L+1)/4\pi}\,D^{L*}_{M0}$. The integral of three rotation functions over the sphere is, up to sign, $4\pi$ times two $3j$ symbols. The two spin components give equal magnitudes. They cancel for forbidden parity and add if $l_f+L+l(-\kappa_i)$ is even, which supplies a factor 2. The prefactors combine as

$$2\cdot4\pi\cdot\frac{\sqrt{(2j_i+1)(2j_f+1)}}{8\pi}\sqrt{\frac{2L+1}{4\pi}} .$$

The squares of the $3j$ symbol containing $m_i,m_f,M$ add to 1, so

$$\sum|\langle\kappa_f|Y_{LM}|{-\kappa_i}\rangle|^2=\frac{(2j_i+1)(2j_f+1)(2L+1)}{4\pi}\begin{pmatrix}j_f&L&j_i\\ \frac12&0&-\frac12\end{pmatrix}^2 .$$

Inserting this in $S$ gives the result

$$\boxed{\alpha=\pi ke^2\sum_{\kappa_f}g_{\kappa_f}|\mathcal R_{\kappa_f}|^2,\quad g_{\kappa_f}=\frac{(2j_i+1)(2j_f+1)(\kappa_i+\kappa_f)^2}{L(L+1)}\begin{pmatrix}j_f&L&j_i\\ \frac12&0&-\frac12\end{pmatrix}^2}$$

*Continuum normalization.* At large $r$, $P_f=A\cos\varphi$ with $\varphi'\simeq p/\hbar$. The first radial equation gives $Q_f=-A\,cp\sin\varphi/(E+mc^2)$. In a length $b$ the norm is

$$\frac{A^2b}{2}\Big(1+\frac{E-mc^2}{E+mc^2}\Big)=\frac{A^2bE}{E+mc^2}.$$

The level density is $(b/\pi\hbar)\,dp/dE=bE/(\pi\hbar c^2p)$. Normalization per unit energy makes the two equal:

$$A^2=\frac{E+mc^2}{\pi\hbar c^2p}.$$

Thus $|\mathcal R|^2$ is an inverse energy and $\alpha$ is dimensionless. In the numerical output, the ratio of the norm integral to the counted level density in a large box tests this normalization.

## (d) Specialize to M1 in the K shell and find the light-atom limit.

**Solution.** Here $\kappa_i=-1$ and $l(-\kappa_i)=1$, so $l_f$ is even. With $j_f=\frac12,\frac32$ this leaves $\kappa_f=-1$ ($s_{1/2}$) and $\kappa_f=2$ ($d_{3/2}$). The squared $3j$ symbol is $\frac16$ in both cases: the squared coupling coefficients are $\frac13$ and $\frac23$, and they are divided by $2j_f+1=2$ and $4$. Therefore

$$g_{-1}=\frac{2\cdot2\cdot4}{2\cdot6}=\frac43,\qquad g_2=\frac{2\cdot4\cdot1}{2\cdot6}=\frac23 .$$

Take binding energy $\ll\hbar\omega\ll mc^2$ and a point nucleus. The electron wave number is $q=\sqrt{2m\omega/\hbar}$, and $k/q=\sqrt{\hbar\omega/2mc^2}\ll1$. To leading order the integral is set at $r\sim1/q$, where $h_1\simeq-i/(kr)^2$, the continuum function is free, and $P_i=2a^{-3/2}r$ with $a=\hbar/(Z\alpha_{\rm fs}mc)$. The small components are $Q=(\hbar/2mc)(P'+\kappa P/r)$.

For the $s$ wave, $P_f=A\sin qr$ and $w=(\hbar/2mc)\,r^2(P_iP_f/r^2)'$. The integrand is a derivative:

$$\mathcal R_{-1}=-\frac{i\hbar}{2mck^2}\Big[\frac{P_iP_f}{r^2}\Big]_0^\infty=\frac{i\hbar Aq}{mck^2a^{3/2}} .$$

For the $d$ wave, $P_f=Aqr\,j_2(qr)$. Here $P_i'-P_i/r=0$, and what remains is $P_i(P_f'+2P_f/r)=P_ir^{-2}(r^2P_f)'$. Hence

$$\mathcal R_2=-\frac{i\hbar Aq}{mck^2a^{3/2}}\int_0^\infty\frac{[r^3j_2(qr)]'}{r^3}dr .$$

Integration by parts turns the last integral into $3\int_0^\infty j_2(x)\,dx/x$. Because $j_2/x=-(j_1/x)'$ and $j_1/x\to\frac13$ at the origin, it equals 1. So $\mathcal R_2=-\mathcal R_{-1}$, and the weights add to 2. With $A^2=2m/(\pi\hbar^2q)$,

$$\alpha=2\pi ke^2\,\frac{\hbar^2A^2q^2}{m^2c^2k^4a^3}=\frac{4e^2q}{mc^2k^3a^3}=Z^3\alpha_{\rm fs}^4\Big(\frac{2mc^2}{\hbar\omega}\Big)^{5/2}.$$

The last step inserts $a$ and $q=\sqrt{2(mc/\hbar)k}$. At $Z\alpha_{\rm fs}=5\times10^{-4}$ and $\hbar\omega=0.01\,mc^2$, direct integration with Dirac functions gives 1.010 times this value. The test allows 4%, since corrections in $\hbar\omega/mc^2$ and in the Coulomb distortion remain.

## (e) How does the extended nuclear charge act if penetration is ignored?

**Solution.** For a point nucleus put $P=c_1r^s$, $Q=c_2r^s$ near the origin. The radial equations give $(s+\kappa)c_1=Z\alpha_{\rm fs}c_2$ and $(s-\kappa)c_2=-Z\alpha_{\rm fs}c_1$, so $s^2=\kappa^2-Z^2\alpha_{\rm fs}^2$. For two $s_{1/2}$ functions $w\propto r^{2\gamma}$, with $\gamma=\sqrt{1-Z^2\alpha_{\rm fs}^2}$. Since $h_1\propto r^{-2}$, the integrand goes as $r^{2\gamma-2}$. It is integrable if $\gamma>\frac12$, that is $Z\alpha_{\rm fs}<\sqrt3/2$. Beyond that the point-nucleus M1 coefficient of the K shell, or of any subshell with $|\kappa_i|=1$, does not exist.

A charge radius $R$ changes the integral in two ways. Inside, the contribution $\int_0^Rr^{2\gamma-2}dr\propto R^{2\gamma-1}$ is replaced. Outside, matching at $R$ mixes in the irregular solution $r^{-\gamma}$ with a coefficient $\propto R^{2\gamma}$. Its product with the regular function $r^\gamma$ contributes $R^{2\gamma}\int_Rr^{-2}dr\propto R^{2\gamma-1}$, and the product of the two irregular parts contributes $R^{4\gamma}\int_Rr^{-2\gamma-2}dr$, again $\propto R^{2\gamma-1}$. Both changes have the same power, so for small $R$

$$\frac{\alpha_{\rm point}-\alpha_{\rm NP}}{\alpha_{\rm point}}\propto R^{2\gamma-1}.$$

NP means no penetration: $P$ and $Q$ belong to the extended charge, but $h_1(kr)$ is continued to $r=0$. This is a reference value, because an electron inside the nucleus does not feel that field. For $Z=74$ and two radii far below the nuclear one, the computed exponent is 0.6829, against $2\gamma-1=0.6833$.

## (f) What changes when the electron enters the M1 current?

**Solution.** Rotational symmetry gives the angular projection of $\mathbf j_n$ on $\mathbf X^*_{1M}$ a common radial form $J(r')$, apart from a factor depending on $M$ and the nuclear substates. Time-reversal symmetry lets $J$ be taken real up to a constant phase. Restoring $r_<$ and $r_>$ replaces $\mathcal R_\kappa$ by

$$\mathcal R^{\rm full}_\kappa=\frac{\int r'^2J\big[h_1(kr')\int_0^{r'}j_1(kr)w\,dr+j_1(kr')\int_{r'}^\infty h_1(kr)w\,dr\big]dr'}{\int r'^2J\,j_1(kr')\,dr'} .$$

Write $\int_{r'}^\infty=\int_0^\infty-\int_0^{r'}$. The first part reproduces $\mathcal R_\kappa$. The rest contains $h_1(kr')j_1(kr)-j_1(kr')h_1(kr)$, in which the products $j_1j_1$ cancel. For $kR\ll1$, $j_1(x)\simeq x/3$ and $y_1(x)\simeq-1/x^2$, so this difference is

$$\frac{i}{3k}\Big(\frac{r'}{r^2}-\frac{r}{r'^2}\Big).$$

Assume the current is confined to the charged sphere, $J=0$ for $r'>R$, so that only $r\le r'\le R$ enters. Inside a uniformly charged sphere $V$ is even in $r$, and $w=w_3r^3+w_5r^5+\dots$ for both final waves. Each power gives

$$\int_0^{r'}r^n\Big(\frac{r'}{r^2}-\frac{r}{r'^2}\Big)dr=r'^n\Big(\frac1{n-1}-\frac1{n+2}\Big)=\frac{3r'^n}{(n-1)(n+2)} .$$

The denominator is $(k/3)\int r'^3J\,dr'$. Therefore

$$\boxed{\mathcal R^{\rm full}_\kappa=\mathcal R_\kappa+\frac{i}{k^2}\sum_{n=3,5,\dots}\frac{3w_n\Lambda_n}{(n-1)(n+2)},\qquad\Lambda_n=\frac{\int r'^{\,n+2}J\,dr'}{\int r'^3J\,dr'}}$$

The $w_n$ are electronic and the $\Lambda_n$ are nuclear. The coefficient now depends on how the current is distributed.

*Sign.* For $\kappa=-1$ let $P\simeq\beta r$. The second radial equation with $Q=\eta r^2$ gives $3\eta\hbar c=-(E-V(0)-mc^2)\beta$. Thus

$$w_3=-\beta_i\beta_f\,\frac{E_i+E_f-2V(0)-2mc^2}{3\hbar c}.$$

With $\beta_i,\beta_f>0$ and a deep attractive $V(0)$, $w_3$ is negative. If $w$ keeps this sign where the integral is collected, $\mathcal R_{-1}\simeq-(i/k^2)\int w\,r^{-2}dr$ has a positive imaginary part. For positive $\Lambda_3$ the added term is negative imaginary, so it opposes the amplitude. It weakens the amplitude as long as it is less than twice ${\rm Im}\,\mathcal R_{-1}$; a still larger $\Lambda_3$ reverses the amplitude and makes it larger than without penetration. For the example in (g) the leading term reaches this limit at $\Lambda_3/R^2\approx2\times0.2019/0.00382\approx106$. The numerical output shows these signs for the example in (g): ${\rm Im}\,\mathcal R_{-1}$ is positive and the leading added term is negative.

*One-parameter form.* Let $\lambda=\Lambda_3/R^2$ and keep $n=3$. With $t_\kappa=3w_3R^2/(10k^2)$, the amplitude is $\mathcal R_\kappa+i\lambda t_\kappa$. Squaring,

$$\alpha(\lambda)\simeq\alpha_{\rm NP}(1+b_1\lambda+b_2\lambda^2),\quad b_1=\frac{2\sum g_\kappa t_\kappa\,{\rm Im}\,\mathcal R_\kappa}{\sum g_\kappa|\mathcal R_\kappa|^2},\quad b_2=\frac{\sum g_\kappa t_\kappa^2}{\sum g_\kappa|\mathcal R_\kappa|^2}.$$

A surface current has $\lambda=1$. A current $J\propto r$ filling the sphere has $\lambda=\frac{1/7}{1/5}=\frac57$. If $J$ changes sign, the photon moment $\int r'^3J\,dr'$ can nearly cancel while $\int r'^5J\,dr'$ does not, and $|\lambda|$ becomes large. When the photon moment vanishes, $\alpha$ loses its meaning as a ratio, though conversion can still occur.

## (g) Evaluate the effects for the K shell of tungsten.

**Solution.** Take $Z=74$, a uniformly charged sphere with the round radius 7 fm, and a model M1 transition of 250 keV. The electrons move in the unscreened nuclear field. Screening, relaxation of the ion, QED corrections and E2 admixture are left out, so the results show the size of the nuclear effects in this model and are not reference coefficients for the atom.

The electron leaves with $250-80.9=169.1$ keV. Here $kR=0.0089$, which justifies the small-argument forms in (f), and $\pi ke^2=\pi\times1.8243=5.731$ keV.

*Point nucleus.* The imaginary parts dominate: $|\mathcal R_{-1}|=0.2184$ and $|\mathcal R_2|=0.0293$ keV$^{-1/2}$. Then

$$\alpha_{\rm point}=5.731\Big[\frac43(0.2184)^2+\frac23(0.0293)^2\Big]=0.368 .$$

The light-atom formula would give $(0.540)^4/74\times(1022/250)^{5/2}=0.039$, too small by a factor of about 9. Its conditions fail here: the binding energy is a third of the transition energy, and the latter is half of $mc^2$. The equal amplitudes found in (d) have also given way to strong $s$-wave dominance.

*Static effect.* The extended charge lowers $|\mathcal R_{-1}|$ to 0.2019 keV$^{-1/2}$ and leaves $|\mathcal R_2|$ at 0.0293:

$$\alpha_{\rm NP}=5.731\Big[\frac43(0.2019)^2+\frac23(0.0293)^2\Big]=0.315,$$

which is 14% below the point value. The 1s binding energy changes by only 0.03 keV out of 80.9 keV. The M1 integral is more sensitive because $h_1$ weights the density by $r^{-2}$ near the nucleus.

*Penetration.* A surface current reduces $|\mathcal R_{-1}|$ further to 0.1985 keV$^{-1/2}$ and gives $\alpha=0.305$, 3.3% below $\alpha_{\rm NP}$. The volume current gives 0.307, a reduction of 2.4%. For these two currents the static effect is the larger one, and the choice of current changes $\alpha$ by about 1%.

The leading formula has $b_1=-0.0375$ and $b_2=3.55\times10^{-4}$. For the surface current it predicts $-0.0375+0.0004=-3.7\%$ instead of $-3.3\%$. It overstates the change by about 14% of that change. Including $n=5$ gives $-3.2\%$. With the series carried to $n=23$, the added amplitudes agree with the full double integrals within the tested 0.2%.

*Hindered transition.* Put a shell of strength $r'^2J$ equal to 1 at $R$ and an opposed shell of strength $-1.9$ at $R/2$. Then

$$\lambda=\frac{1-1.9/8}{1-1.9/2}=\frac{0.7625}{0.05}=15.25 .$$

The leading formula gives $1-0.571+0.082=0.511$ times $\alpha_{\rm NP}$. The full integral gives 0.573 times, or $\alpha=0.180$. The photon moment is reduced twentyfold relative to the outer shell alone, and $\alpha$ is no longer close to the value for an ordinary current.

The quadratic has its minimum at $\lambda=-b_1/2b_2\approx53$, where about 1% of $\alpha_{\rm NP}$ survives. There the $s$ amplitude has nearly cancelled. The $d$ wave supplies 0.0033 of the 0.315 in $\alpha_{\rm NP}$, also 1%, and its penetration term is small, so it accounts for the remainder. At $\lambda=-100$ the two $s$ terms add and the same formula gives an enhancement of about 8. These large-$|\lambda|$ values are estimates: $\Lambda_5$ is then an independent nuclear quantity, and a quantitative result needs the actual current $J(r')$.

The full set of values is in the numerical output.

## Values computed for the example and the checks

```
Nuclear charge Z = 74, Z*alpha_fs = 0.54000, gamma = 0.84166
Photon energy = 250.0 keV, nuclear radius = 7.0 fm
Electron rest energy = 510.999 keV
k*R = 0.00887 (dimensionless)
k e^2 = 1.82434 keV
1s binding, point nucleus = 80.9104 keV
1s binding, extended nucleus = 80.8803 keV
Kinetic energy of the electron = 169.1197 keV
Electron momentum p c = 448.822 keV
kf = -1: weight g = 1.333333
  R (point) = 0.001030 +0.218431 i keV^-1/2
  R (extended, NP) = 0.001029 +0.201902 i keV^-1/2
  R (surface current) = 0.001029 +0.198544 i keV^-1/2
  part of ICC (extended, NP) = 0.311521
  leading penetration term at lambda=1: -3.822e-03 i keV^-1/2
kf = 2: weight g = 0.666667
  R (point) = -0.000444 -0.029295 i keV^-1/2
  R (extended, NP) = -0.000443 -0.029290 i keV^-1/2
  R (surface current) = -0.000443 -0.029277 i keV^-1/2
  part of ICC (extended, NP) = 0.003279
  leading penetration term at lambda=1: +1.382e-05 i keV^-1/2
ICC point nucleus = 0.367891
ICC extended nucleus, no penetration (NP) = 0.314799
Static change = -14.431 %
ICC surface current, full = 0.304522, change from NP = -3.265 %
  lambda = 1.0000; change with n=3 only: -3.712 %, n=3,5: -3.208 %
ICC volume current, full = 0.307232, change from NP = -2.404 %
  lambda = 0.7143; change with n=3 only: -2.659 %, n=3,5: -2.377 %
ICC hindered current, full = 0.180487, change from NP = -42.666 %
  lambda = 15.2500; change with n=3 only: -48.900 %, n=3,5: -41.804 %
Inner shell strength / outer in hindered case = -1.90, at R/2
b1 = -0.037473, b2 = 3.5457e-04 (dimensionless)
lambda at minimum ICC = 52.84, ICC/ICC_NP there = 0.0099
ICC/ICC_NP at lambda = -100: 8.2929 (n=3 only)
ICC/ICC_NP at lambda = 100: 0.7984 (n=3 only)
Static-shift exponent: computed 0.6829, 2*gamma-1 = 0.6833
Box test: norm/counted level density = 0.999914
Low-Z limit test (Z*alpha_fs=0.0005, photon=0.01 mc^2): ratio = 1.0104
```
